# Do Missing Intensity Fringes Prove That Two Beams Are Uncorrelated?: a numerical check

```python
"""
Result under test: two crossing beams give dose fringes of contrast
    V = 2 sqrt(I1 I2)/(I1+I2) * |gamma| * |e1* . e2|
so missing fringes do not prove gamma = 0.
I1, I2: beam intensities; gamma: normalized correlation of the amplitudes;
e1, e2: unit polarization vectors. Plane of incidence xz; s is along y;
p = y cross k. theta: angle of each beam to the normal inside the resist.
NA = index * sin(theta). Contrast = fringe amplitude / mean dose.
Random fields are averaged directly and compared with the formulas.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

rng = np.random.default_rng(12345)
N = 200000
PHASES = 2 * np.pi * np.arange(16) / 16
S = np.array([0.0, 1.0, 0.0])
X = np.array([1.0, 0.0, 0.0])
Z = np.array([0.0, 0.0, 1.0])


def noise():
    return (rng.normal(size=N) + 1j * rng.normal(size=N)) / np.sqrt(2)


def p_vectors(theta):
    k1 = np.array([np.sin(theta), 0.0, np.cos(theta)])
    k2 = np.array([-np.sin(theta), 0.0, np.cos(theta)])
    return np.cross(S, k1), np.cross(S, k2)


def profile(F1, F2, analyser=None):
    """Mean |E|^2 (or |analyser.E|^2) against fringe phase."""
    out = []
    for phi in PHASES:
        E = F1 * np.exp(0.5j * phi) + F2 * np.exp(-0.5j * phi)
        if analyser is not None:
            E = (analyser @ E)[None, :]
        out.append(np.sum(np.abs(E) ** 2) / E.shape[1])
    return np.array(out)


def contrast(F1, F2, analyser=None):
    I = profile(F1, F2, analyser)
    return 2 * abs(np.mean(I * np.exp(1j * PHASES))) / np.mean(I)


def beam(amplitude, e):
    return np.outer(e, amplitude)


def close(a, b, tol):
    assert abs(a - b) < tol, (a, b, tol)


def show(label, value, digits, unit=""):
    print(f"{label}: {round(float(value), digits) + 0.0:.{digits}f} {unit}".rstrip())


# ---- Inputs (rough typical values for ArF water immersion) ----
lam = 193.4          # nm
n_resist = 1.70
n_water = 1.44
kappa = 0.02         # imaginary part of resist index
dose_beam = 10.0     # mJ/cm2 from each beam, inside the resist
thickness = 100.0    # nm
show("Vacuum wavelength", lam, 1, "nm")
show("Resist index", n_resist, 2)
show("Water index", n_water, 2)
show("Dose of each beam alone in resist", dose_beam, 1, "mJ/cm2")

# ---- Isotropic absorbers: average over dipole directions ----
E_test = np.array([0.3 + 0.2j, -0.7j, 1.1])
u, w = np.polynomial.legendre.leggauss(8)
az = 2 * np.pi * np.arange(12) / 12
avg = 0.0
for ui, wi in zip(u, w):
    r = np.sqrt(1 - ui ** 2)
    d = np.array([r * np.cos(az), r * np.sin(az), ui + 0 * az])
    avg += 0.5 * wi * np.mean(np.abs(E_test @ d) ** 2)
close(avg, np.sum(np.abs(E_test) ** 2) / 3, 1e-12)

# ---- General contrast law: unequal, elliptical, partly correlated ----
a, b = noise(), noise()
gamma = 0.6
a_part = gamma * a + np.sqrt(1 - gamma ** 2) * b
q1, q2 = p_vectors(np.radians(30))
e1 = (S + 0.5j * q1) / np.sqrt(1.25)
e2 = (0.3 * S + np.exp(0.7j) * q2) / np.sqrt(1.09)
I2 = 0.4
V_sample = contrast(beam(a, e1), beam(np.sqrt(I2) * a_part, e2))
V_law = 2 * np.sqrt(I2) / (1 + I2) * gamma * abs(np.vdot(e1, e2))
close(V_sample, V_law, 0.01)
show("General test, correlation gamma", gamma, 1)
show("General test, intensity ratio I2/I1", I2, 1)
show("General test, polarization overlap", abs(np.vdot(e1, e2)), 3)
show("General test, contrast from random fields", V_sample, 3)
show("General test, contrast from formula", V_law, 3)
close(contrast(beam(a, S), beam(a, q2)), 0, 1e-10)

# ---- Angle at which correlated p beams have no fringes ----
theta = brentq(lambda t: np.dot(*p_vectors(t)), 0.1, 1.4)
close(theta, np.pi / 4, 1e-10)
NA = n_resist * np.sin(theta)
pitch = lam / (2 * NA)
q = 2 * np.pi * NA / lam
found = minimize_scalar(lambda x: abs(np.exp(1j * q * x) + np.exp(-1j * q * x)) ** 2,
                        bounds=(10, 70), method="bounded", options={"xatol": 1e-7})
close(2 * found.x, pitch, 1e-3)
show("Angle in resist where p fringes vanish", np.degrees(theta), 2, "deg")
show("NA at that angle", NA, 3)
show("Fringe pitch at that angle", pitch, 1, "nm")
show("Angle of the same beams in water", np.degrees(np.arcsin(NA / n_water)), 1, "deg")


def signed_p_contrast(na, index):
    v1, v2 = p_vectors(np.arcsin(na / index))
    bright = np.sum(np.abs(v1 + v2) ** 2)
    dark = np.sum(np.abs(1j * v1 - 1j * v2) ** 2)
    return (bright - dark) / (bright + dark)


for na in (0.60, 0.90, NA, 1.35):
    value = signed_p_contrast(na, n_resist)
    close(value, 1 - 2 * (na / n_resist) ** 2, 1e-12)
    show(f"Signed p contrast in resist at NA {na:.3f}", value, 3)
show(f"Signed p contrast in water at NA {NA:.3f}", signed_p_contrast(NA, n_water), 3)

# ---- Correlated and uncorrelated beams at the critical angle ----
p1, p2 = p_vectors(theta)
one = np.ones(1)
for name, v1, v2 in (("s", S, S), ("p", p1, p2)):
    D = dose_beam * profile(beam(one, v1), beam(one, v2))
    show(f"Correlated {name} beams, highest dose", D.max(), 2, "mJ/cm2")
    show(f"Correlated {name} beams, lowest dose", D.min(), 2, "mJ/cm2")
    if name == "p":
        close(D.max(), D.min(), 1e-10)
        close(D.max(), 2 * dose_beam, 1e-10)
V_un_s = contrast(beam(a, S), beam(b, S))
V_un_p = contrast(beam(a, p1), beam(b, p2))
close(V_un_s, 0, 0.01)
close(V_un_p, 0, 0.01)
show("Sampling noise of a contrast, about", 1 / np.sqrt(N), 4)
show("Uncorrelated s beams, sampled contrast", V_un_s, 4)
show("Uncorrelated p beams, sampled contrast", V_un_p, 4)

# Hidden fringes in the separate field components, and their phase
Dx = dose_beam * profile(beam(one, p1), beam(one, p2), X)
Dz = dose_beam * profile(beam(one, p1), beam(one, p2), Z)
close(Dx[0], 2 * dose_beam, 1e-10)
close(Dx[8], 0, 1e-10)
close(Dz[0], 0, 1e-10)
close(Dz[8], 2 * dose_beam, 1e-10)
show("Correlated p, x-field part of dose at x = 0", Dx[0], 2, "mJ/cm2")
show("Correlated p, z-field part of dose at x = 0", Dz[0], 2, "mJ/cm2")
show("Correlated p, x-field part at half pitch", Dx[8], 2, "mJ/cm2")
show("Correlated p, z-field part at half pitch", Dz[8], 2, "mJ/cm2")
E_quarter = p1 * np.exp(0.25j * np.pi) + p2 * np.exp(-0.25j * np.pi)
circular = 2 * np.imag(np.conj(E_quarter[0]) * E_quarter[2]) / np.sum(np.abs(E_quarter) ** 2)
close(abs(circular), 1, 1e-12)


def local_polarization(F1, F2, phi):
    E = (F1 * np.exp(0.5j * phi) + F2 * np.exp(-0.5j * phi))[[0, 2]]
    low, high = np.linalg.eigvalsh(E @ E.conj().T / N)
    return (high - low) / (high + low)


for g, second in ((1.0, a), (gamma, a_part), (0.0, b)):
    F1, F2 = beam(a, p1), beam(second, p2)
    close(contrast(F1, F2), 0, 1e-10)
    close(contrast(F1, F2, X), g, 0.01)
    for phi in (0.0, 1.1, 2.9):
        close(local_polarization(F1, F2, phi), g, 0.01)
    close(contrast(beam(a, S), beam(second, S)), g, 0.01)
    show(f"gamma {g:.1f}: local degree of polarization, p beams",
         local_polarization(F1, F2, 1.1), 3)
    show(f"gamma {g:.1f}: contrast after turning both to s",
         contrast(beam(a, S), beam(second, S)), 3)

# Turning only the second beam cannot reveal the correlation at this angle
for angle in (0.0, 0.4, 0.9, np.pi / 2):
    turned = np.cos(angle) * p2 + 1j * np.sin(angle) * S
    close(contrast(beam(a, p1), beam(a, turned)), 0, 1e-10)

# ---- Unpolarized beams: s and p amplitudes a and b are independent ----
first = beam(a, S) + beam(b, p1)
V_copy = contrast(first, beam(a, S) + beam(b, p2))
V_swap = contrast(first, beam(b, S) + beam(a, p2))
close(V_copy, (1 + np.cos(2 * theta)) / 2, 0.01)
close(V_swap, 0, 0.01)
t1, t2 = p_vectors(np.radians(25))
V_25 = contrast(beam(a, S) + beam(b, t1), beam(a, S) + beam(b, t2))
close(V_25, (1 + np.cos(np.radians(50))) / 2, 0.01)
swapped = beam(b, S) + beam(a, p2)
select_s1 = S @ first
select_s2, select_p2 = S @ swapped, p2 @ swapped
V_ss = contrast(beam(select_s1, S), beam(select_s2, S))
V_sp = contrast(beam(select_s1, S), beam(select_p2, S))
close(V_ss, 0, 0.01)
close(V_sp, 1, 1e-10)
show("Unpolarized correlated copies, contrast", V_copy, 3)
show("Same with s and p exchanged in one beam", V_swap, 3)
show("Exchanged: s of beam 1 with s of beam 2", V_ss, 3)
show("Exchanged: s of beam 1 with p of beam 2 turned to s", V_sp, 3)

# ---- Delay, and zero field correlation without independence ----
late = np.roll(a, 7)
close(contrast(beam(a, S), beam(late, S)), 0, 0.01)
close(contrast(beam(a, S), beam(np.roll(late, -7), S)), 1, 1e-10)
scrambled = np.abs(a) * np.exp(2j * np.pi * rng.random(N))
V_scr = contrast(beam(a, S), beam(scrambled, S))
J1, J2 = np.abs(a) ** 2, np.abs(scrambled) ** 2
ratio = np.mean(J1 * J2) / (np.mean(J1) * np.mean(J2))
close(V_scr, 0, 0.01)
close(ratio, 2, 0.06)
show("Shared amplitude, random phase: s contrast", V_scr, 3)
show("Same beams: <I1 I2>/(<I1><I2>)", ratio, 2)

# ---- Neglected effects for the example ----
# Weak reflection from the resist bottom, amplitude r
r = 0.1
kz = 2 * np.pi * n_resist * np.cos(theta) / lam
up1 = np.cross(S, [np.sin(theta), 0, -np.cos(theta)])
up2 = np.cross(S, [-np.sin(theta), 0, -np.cos(theta)])


def reflected_profiles(z):
    down, up = np.exp(1j * kz * z), r * np.exp(-1j * kz * z)
    F1 = (p1 * down + up1 * up)[:, None]
    F2 = (p2 * down + up2 * up)[:, None]
    separate = np.array([np.sum(np.abs(F1 * np.exp(0.5j * f)) ** 2)
                         + np.sum(np.abs(F2 * np.exp(-0.5j * f)) ** 2) for f in PHASES])
    return profile(F1, F2), separate


def harmonic(I):
    return 2 * abs(np.mean(I * np.exp(1j * PHASES))) / np.mean(I)


depths = (np.arange(400) + 0.5) * thickness / 400
pairs = [reflected_profiles(z) for z in depths]
V_reflect = max(harmonic(c) for c, _ in pairs)
V_depth = harmonic(np.mean([c for c, _ in pairs], axis=0))
close(V_reflect, 2 * r / (1 + r ** 2), 1e-3)
close(max(harmonic(i) for _, i in pairs), 0, 1e-10)
show("Bottom reflectivity assumed", 100 * r ** 2, 1, "%")
show("Resist thickness", thickness, 0, "nm")
show("False p contrast by reflection, worst depth", V_reflect, 3)
show("False p contrast by reflection, depth mean", V_depth, 3)

# Index error, polarization leakage, complex index
show("p contrast if resist index is 1.72", signed_p_contrast(NA, 1.72), 3)
leak = 0.01
V_leak = contrast(beam(one, np.sqrt(1 - leak) * p1 + np.sqrt(leak) * S),
                  beam(one, np.sqrt(1 - leak) * p2 + np.sqrt(leak) * S))
close(V_leak, leak, 1e-10)
show("p contrast with 1% s leakage in each beam", V_leak, 3)
kz_c = np.sqrt((n_resist + 1j * kappa) ** 2 - NA ** 2)
V_abs = contrast(beam(one, np.array([kz_c, 0, -NA])), beam(one, np.array([kz_c, 0, NA])))
assert V_abs < 0.01
show("p contrast from imaginary index 0.02", V_abs, 4)
alpha = 4 * np.pi * kappa / lam
show("Dose left at resist bottom", 100 * np.exp(-alpha * thickness / np.cos(theta)), 0, "%")

# Laser bandwidth: fringes 0.5 mm from the equal-path line
width = 0.5e-3       # nm, full width at half maximum


def bandwidth_contrast(path):
    sigma = width / np.sqrt(8 * np.log(2))
    dl = np.linspace(-6 * sigma, 6 * sigma, 4001)
    spec = np.exp(-dl ** 2 / (2 * sigma ** 2))
    return abs(np.sum(spec * np.exp(2j * np.pi * path / (lam + dl)))) / np.sum(spec)


for path in (2 * NA * 0.5e6, 20e6):
    law = np.exp(-(np.pi * width * path / lam ** 2) ** 2 / (4 * np.log(2)))
    close(bandwidth_contrast(path), law, 1e-4)
show("s contrast, 0.5 pm bandwidth, 0.5 mm off centre",
     bandwidth_contrast(2 * NA * 0.5e6), 4)

# Acid diffusion blur of the s fringes
blur = 10.0          # nm, standard deviation
xs = np.linspace(-8 * blur, 8 * blur, 4001)
kernel = np.exp(-xs ** 2 / (2 * blur ** 2))
V_blur = np.sum(kernel * np.cos(2 * np.pi * xs / pitch)) / np.sum(kernel)
close(V_blur, np.exp(-2 * (np.pi * blur / pitch) ** 2), 1e-8)
show("s contrast after 10 nm acid diffusion blur", V_blur, 3)

# Photon shot noise in a cube of 10 nm edge at the flat dose
photon = const.h * const.c / (lam * 1e-9)
absorbed = 2 * dose_beam * 10 * alpha * 1e9 * (10e-9) ** 3 / photon
show("Photons absorbed in a 10 nm cube at flat dose", absorbed, 0)
show("Relative shot noise in that cube", 100 / np.sqrt(absorbed), 1, "%")

print("OK")
```

Printed output:

```
Vacuum wavelength: 193.4 nm
Resist index: 1.70
Water index: 1.44
Dose of each beam alone in resist: 10.0 mJ/cm2
General test, correlation gamma: 0.6
General test, intensity ratio I2/I1: 0.4
General test, polarization overlap: 0.428
General test, contrast from random fields: 0.232
General test, contrast from formula: 0.232
Angle in resist where p fringes vanish: 45.00 deg
NA at that angle: 1.202
Fringe pitch at that angle: 80.4 nm
Angle of the same beams in water: 56.6 deg
Signed p contrast in resist at NA 0.600: 0.751
Signed p contrast in resist at NA 0.900: 0.439
Signed p contrast in resist at NA 1.202: 0.000
Signed p contrast in resist at NA 1.350: -0.261
Signed p contrast in water at NA 1.202: -0.394
Correlated s beams, highest dose: 40.00 mJ/cm2
Correlated s beams, lowest dose: 0.00 mJ/cm2
Correlated p beams, highest dose: 20.00 mJ/cm2
Correlated p beams, lowest dose: 20.00 mJ/cm2
Sampling noise of a contrast, about: 0.0022
Uncorrelated s beams, sampled contrast: 0.0011
Uncorrelated p beams, sampled contrast: 0.0000
Correlated p, x-field part of dose at x = 0: 20.00 mJ/cm2
Correlated p, z-field part of dose at x = 0: 0.00 mJ/cm2
Correlated p, x-field part at half pitch: 0.00 mJ/cm2
Correlated p, z-field part at half pitch: 20.00 mJ/cm2
gamma 1.0: local degree of polarization, p beams: 1.000
gamma 1.0: contrast after turning both to s: 1.000
gamma 0.6: local degree of polarization, p beams: 0.600
gamma 0.6: contrast after turning both to s: 0.600
gamma 0.0: local degree of polarization, p beams: 0.001
gamma 0.0: contrast after turning both to s: 0.001
Unpolarized correlated copies, contrast: 0.500
Same with s and p exchanged in one beam: 0.001
Exchanged: s of beam 1 with s of beam 2: 0.001
Exchanged: s of beam 1 with p of beam 2 turned to s: 1.000
Shared amplitude, random phase: s contrast: 0.004
Same beams: <I1 I2>/(<I1><I2>): 2.00
Bottom reflectivity assumed: 1.0 %
Resist thickness: 100 nm
False p contrast by reflection, worst depth: 0.198
False p contrast by reflection, depth mean: 0.025
p contrast if resist index is 1.72: 0.023
p contrast with 1% s leakage in each beam: 0.010
p contrast from imaginary index 0.02: 0.0004
Dose left at resist bottom: 83 %
s contrast, 0.5 pm bandwidth, 0.5 mm off centre: 0.9991
s contrast after 10 nm acid diffusion blur: 0.737
Photons absorbed in a 10 nm cube at flat dose: 253
Relative shot noise in that cube: 6.3 %
OK
```
